# Azbel-Kaner Cyclotron Resonance from Repeated Skin-Layer Passages

If electrons are taken to cross the skin layer of a pure metal once and never return, the extreme anomalous surface impedance does not depend on a magnetic field parallel to the surface, and no cyclotron resonance appears. If returns are included but every resistance minimum is read as a resonance, the mass comes out wrong: in the example below, the first minimum gives a mass 7% or 15% too low, depending on how passages are counted. Both the sum over returns and its relation to the measured quantity are therefore needed.

## Setting and assumptions

The algebra uses atomic units, $\hbar=e=m_e=4\pi\epsilon_0=1$, with $\mu_0=4\pi/c^2$. The metal fills $z>0$. A steady field $B$ lies in the surface along $x$, and the microwave field $E$ is parallel to it, with time factor $e^{-i\omega t}$. The assumptions are as follows.

1. The Fermi surface is a sphere of radius $k_F$, with one mass $m$, speed $v=k_F/m$ and relaxation time $\tau$. The density is $n_e=k_F^3/3\pi^2$, the cyclotron frequency $\omega_c=B/m$, the period $T=2\pi/\omega_c$, the orbit radius $R_c=v/\omega_c$ and the free path $\ell=v\tau$.
2. The skin depth $\delta$, defined in the theorem, is much smaller than $R_c$, $\ell$ and $v/\omega$.
3. The field is continued evenly to $z<0$ and acted on by a bulk conductivity $\sigma(q)$. Collisions of electrons with the surface are thereby left out: an electron that reaches $z=0$ passes on into the mirrored field.

Define

$$w=\frac{2\pi(1-i\omega\tau)}{\omega_c\tau},\qquad \sigma_1(q)=\frac{k_F^2}{4\pi q},\qquad \sigma(q)=C\,\sigma_1(q)\quad(q>0).$$

Here $\sigma_1$ is the thin-layer conductivity without returns. The **equal-passage closure** is the further hypothesis that the $j$-th return contributes $\sigma_1e^{-jw}$, the same response as the present passage apart from the factor $e^{-jw}$.

## Theorem

Let $\delta=(\omega\mu_0k_F^2/4\pi)^{-1/3}$ and

$$Z_1=\frac{4}{3\sqrt3}\,\omega\mu_0\delta\,e^{-i\pi/3}.$$

(a) Under assumptions 1 to 3 and the equal-passage closure,

$$Z=Z_1\left[1-e^{-w}\right]^{1/3}.$$

(b) If the bulk orbits are summed without that closure, the leading result for a thin layer is

$$Z=Z_1\left[\tanh(w/2)\right]^{1/3}.$$

(c) In both cases $C$ has poles at $\omega=n\omega_c-i/\tau$. For weak damping the resonances $n=1,2,\dots$ lie at $\omega=n\omega_c$, that is, at subharmonic fields $B_n=m\omega/n$ (in SI units, $m\omega/ne$).

Cube roots are principal values. The factor $[1-e^{-w}]^{1/3}$ in (a) is the Azbel-Kaner factor; here it follows from a stated rule for counting passages. The bulk calculation confirms its resonant frequencies but not its amplitude.

## Lemma 1: one period of memory

*The conductivity is*

$$\sigma(q)=\frac{3n_e}{m}\,\frac{1}{1-e^{-w}}\int_0^T dt\,e^{-\gamma t}\,\frac{j_1(s)}{s},$$

*with $\gamma=1/\tau-i\omega$, $s=2qR_c|\sin(\omega_ct/2)|$ and $j_1(s)=(\sin s-s\cos s)/s^2$.*

**Proof.** Let $g$ be the energy an electron has gained from the field. Its charge is $-1$, so $dg/dt=-Ev_x-g/\tau$, and

$$g=-\int_0^\infty dt\,e^{-t/\tau}v_xE(\text{position and time a time }t\text{ ago}).$$

The magnetic force has no $x$ component, so $v_x$ is constant. The distribution changes by $(-\partial f_0/\partial\varepsilon)g$, where $f_0$ is the equilibrium distribution. Multiplying by the charge and by $v_x$ and summing over states gives the current; the two minus signs cancel. The density of states is $3n_e/(mv^2)$. With unit velocity vector $\mathbf n$ and a field proportional to $e^{iqz-i\omega t}$,

$$\sigma(q)=\frac{3n_e}{m}\int_0^\infty dt\,e^{-\gamma t}\left\langle n_x^2e^{-iq\Delta z}\right\rangle ,$$

where $\Delta z$ is the displacement during the last time $t$. The average over the sphere of $v_x$ times a transverse velocity vanishes, because $v_x$ can be reversed without changing the transverse motion. No transverse current or field is therefore driven.

The motion in $z$ has period $T$. Splitting the time integral into periods multiplies successive terms by $e^{-\gamma T}=e^{-w}$, and

$$\sum_{j=0}^{\infty}e^{-jw}=\frac1{1-e^{-w}},$$

which converges because $\mathrm{Re}\,w>0$.

For the displacement, measure time $u$ from the middle of the interval. The velocity rotates, so $v_z(u)=v_z(0)\cos\omega_cu$ plus a term odd in $u$. The odd term integrates to zero, and

$$\Delta z=\int_{-t/2}^{t/2}v_z(u)\,du=\frac{2\sin(\omega_ct/2)}{\omega_c}\,v_z(0).$$

The mid-time directions are again uniform on the sphere, with the same $n_x$. Averaging $n_x^2$ around the $z$ axis at fixed $\mu=n_z$ gives $(1-\mu^2)/2$. Hence the average is

$$\frac12\int_0^1(1-\mu^2)\cos(s\mu)\,d\mu
=\frac1s\int_0^1\mu\sin(s\mu)\,d\mu
=\frac{\sin s-s\cos s}{s^3},$$

which is $j_1(s)/s$. The first equality is an integration by parts whose boundary term vanishes. $\square$

## Lemma 2: counting the passages

*For $qR_c\gg1$ and $q\gg|\gamma|/v$, at fixed $w$ away from a pole, the leading bulk result is*

$$C_{\rm bulk}=\frac{1+e^{-w}}{1-e^{-w}}=\coth\frac w2.$$

**Proof.** The factor $j_1(s)/s$ is appreciable where $s$ is of order one, which happens near the two ends of the period. Near $t=0$, $s\simeq qvt$ and $e^{-\gamma t}\simeq1$, so this end contributes

$$\frac1{qv}\int_0^\infty\frac{j_1(s)}s\,ds=\frac{\pi}{4qv}.$$

The integral follows from the previous average: $\int_0^\infty\cos(s\mu)\,ds=\pi\delta(\mu)$, with $\delta(\mu)$ the Dirac function, and half its weight lies in $0\le\mu\le1$, giving $\frac12\cdot\pi\cdot\frac12$. Near $t=T$, $s\simeq qv(T-t)$, and the contribution is the same times $e^{-w}$. The prefactor becomes

$$\frac{3n_e}{m}\,\frac{\pi}{4qv}=\frac{3\pi}{4qk_F}\,\frac{k_F^3}{3\pi^2}=\frac{k_F^2}{4\pi q}=\sigma_1(q).$$

Multiplication by the period sum proves the result. $\square$

At $qR_c=300$ and $\omega\tau=20$, for $\omega/\omega_c=1$, 1.3 and 2, numerical integration gives end contributions within 0.02 of $1$ and $e^{-w}$, in units of $\sigma_1$.

**Remark: the meaning of the closure.** Expanding the two forms gives

$$C_{\rm eq}=1+e^{-w}+e^{-2w}+\cdots=\frac1{1-e^{-w}},$$
$$C_{\rm bulk}=1+2e^{-w}+2e^{-2w}+\cdots=2C_{\rm eq}-1.$$

The current is sampled while an electron is still inside the layer. On average, half of the present passage has taken place, whereas each earlier passage is complete. The bulk sum therefore gives a return twice the weight of the present passage. The equal-passage closure gives them the same weight.

The difference also affects dissipation. Without collisions, and with $x=\omega/\omega_c$ (from here on $x$ denotes this ratio), $w=-2\pi ix$ and

$$C_{\rm eq}=\tfrac12+\tfrac i2\cot\pi x,\qquad C_{\rm bulk}=i\cot\pi x.$$

The closure keeps a resistive part $\frac12$ even when $\tau$ is infinite; the bulk sum does not. This will control the resistance minima.

## Lemma 3: impedance of the half-space

*If $\mathrm{Re}\,C>0$ and $C$ does not depend on $q$, then $Z=Z_1C^{-1/3}$.*

**Proof.** Neglecting the displacement current, Maxwell's equations give $-E''=i\omega\mu_0j$, where $j$ is the current density. The even continuation has a slope jump $2E'(0^+)$ at the surface. The Fourier transform of $E''$ without the surface delta function is $-q^2\tilde E-2E'(0^+)$. Therefore

$$\tilde E(q)=-\frac{2E'(0^+)}{q^2-i\omega\mu_0\sigma(q)}.$$

Faraday's law gives $H_y=E'/(i\omega\mu_0)$. With $Z=E(0)/H_y(0)$ and the inverse transform at $z=0$,

$$Z=-\frac{2i\omega\mu_0}{\pi}\int_0^\infty\frac{dq}{q^2-i\omega\mu_0\sigma(q)}.$$

Since $\omega\mu_0\sigma_1=1/(\delta^3q)$, the integrand is $q/(q^3+b)$ with $b=-iC/\delta^3$. The condition $\mathrm{Re}\,C>0$ places $\arg b$ between $-\pi$ and $0$. The contour may be turned through $\arg b/3$ without meeting a pole, and the distant arc vanishes because the integrand falls as $q^{-2}$. Setting $q=b^{1/3}p$,

$$\int_0^\infty\frac{q\,dq}{q^3+b}=b^{-1/3}\int_0^\infty\frac{p\,dp}{p^3+1}=\frac{2\pi}{3\sqrt3}\,b^{-1/3}.$$

Now $b^{-1/3}=\delta e^{i\pi/6}C^{-1/3}$ and $-ie^{i\pi/6}=e^{-i\pi/3}$, which give the stated $Z$. $\square$

## Proof of the theorem

Put $\zeta=e^{-w}$, with $|\zeta|<1$. Then

$$\mathrm{Re}\,C_{\rm eq}=\frac{1-\mathrm{Re}\,\zeta}{|1-\zeta|^2}>0,\qquad \mathrm{Re}\,C_{\rm bulk}=\frac{1-|\zeta|^2}{|1-\zeta|^2}>0.$$

Lemma 3 applies to both. Inserting $C_{\rm eq}$ proves (a), and inserting $C_{\rm bulk}$ from Lemma 2 proves (b). The poles obey $e^{-w}=1$, or $w=-2\pi in$. Thus $1-i\omega\tau=-in\omega_c\tau$, and division by $-i\tau$ gives $\omega=n\omega_c-i/\tau$. $\square$

**Limits.** When $\omega_c\tau\to0$, no electron survives a period, $e^{-w}\to0$, and both forms return $Z_1$. When $\omega\tau\ll1\ll\omega_c\tau$, $w\simeq2\pi/(\omega_c\tau)$ is small and real: the equal-passage form becomes $Z_1(2\pi/\omega_c\tau)^{1/3}$ and the bulk form $Z_1(\pi/\omega_c\tau)^{1/3}$. Many returns then lower the impedance without a resonance, provided the orbit is still much larger than the skin depth.

## Where the minima lie

A pole of $C$ is not the same thing as a minimum of a measured component. Hold $\omega$ and $\tau$ fixed and vary the field. Write $Z=R-iX$, $y=x-n$ and $a=\mathrm{Re}\,w=2\pi x/(\omega\tau)$. The laws below need $a\ll1$, that is $\omega\tau\gg2\pi n$.

**Modulus, equal passages.** With $F=1-e^{-w}=1-e^{-a}e^{2\pi iy}$,

$$|F|^2=(1-e^{-a})^2+4e^{-a}\sin^2\pi y\simeq a^2+4\pi^2y^2.$$

Since $da/dx=2\pi/(\omega\tau)$, a zero derivative requires $4\pi a/(\omega\tau)+8\pi^2y=0$. With $a\simeq2\pi n/(\omega\tau)$, the minimum is at $x\simeq n-n/(\omega\tau)^2$.

**Reactance, both closures.** Near a resonance $F\simeq a-2\pi iy$. Put $2\pi y=a\tan\theta$. Then $|F|=a/\cos\theta$, $\arg F=-\theta$, and with $A=(\pi+\theta)/3$

$$X\propto(\cos\theta)^{-1/3}\sin A,\qquad \frac{d\ln X}{d\theta}=\frac{\cos(\theta-A)}{3\cos\theta\sin A}.$$

The minimum has $\theta-A=-\pi/2$, so $\theta=-\pi/4$ and $x\simeq n-n/(\omega\tau)$. The bulk factor is $\tanh(w/2)\simeq(a-2\pi iy)/2$ in this region. It has the same minimum, while $|Z|$ is smaller by $2^{1/3}$.

**Resistance, equal passages.** In the same linear region $R\propto(\cos\theta)^{-1/3}\cos A$, and

$$\frac{d\ln R}{d\theta}=\frac{\sin(\theta-A)}{3\cos\theta\cos A}<0,$$

because $\theta-A$ lies between $-2\pi/3$ and $0$. There is no minimum at this order. For $a\ll2\pi y\ll1$ the next term gives $F\simeq a+2\pi^2y^2-2\pi iy$. Its argument is $-\pi/2+\eta$, with $\eta\simeq(a+2\pi^2y^2)/(2\pi y)$. The phase of $Z$ is then $-\pi/2+\eta/3$, and

$$R\simeq\frac{|Z_1|}3(2\pi y)^{-2/3}(a+2\pi^2y^2).$$

Differentiation gives $-\frac23a+\frac83\pi^2y^2=0$, or

$$x\simeq n+\sqrt{\frac{n}{2\pi\omega\tau}}.$$

Here $2\pi y=\sqrt a$, which lies in the range assumed.

**Resistance, bulk sum.** Let $t=\tan\pi y>0$. To first order in $a$, $\tanh(w/2)\simeq-it+\frac a2(1+t^2)$. The same phase argument gives $R\propto x\,t^{-2/3}(1+t^2)$, where the factor $x$ comes from $a$. Setting the logarithmic derivative to zero,

$$\frac1x+\pi\left(\frac{4t}3-\frac2{3t}\right)=0,\qquad 4t^2-2+\frac{3t}{\pi x}=0.$$

This minimum does not approach $x=n$ as $\tau$ grows. The resistive term $2\pi^2y^2$ that pulls the equal-passage minimum towards resonance is absent here. The resistance minimum thus depends on how passages are counted, while the reactance minimum does not at leading order.

Numerical minimization for $n=1$ and 3 at $\omega\tau=10^4$ agrees with the reactance offset within 2% in both closures and with the equal-passage resistance offset within 5%. The bulk resistance minima satisfy their equation with a residual below 0.02.

## Example: the regime of pure aluminium

Take rough round inputs for very pure aluminium near 4 K: Fermi energy 12 eV, the bare electron mass, photon energy 0.0001 eV and $\hbar/\tau=0.000005$ eV. Then $\omega\tau=0.0001/0.000005=20$. The skin depth is 95 nm (950 angstrom), the orbit radius at $n=1$ is about 13,500 nm, and the free path is 20 times longer. The ratio $\delta/R_c=95/13500=0.007$ satisfies the thin-layer condition.

The first resonance is at $B_1=0.864$ T, and the next two are at $0.864/2=0.432$ T and $0.864/3=0.288$ T. At $n=1$, $a=2\pi/20=0.314$, so

$$\left|\frac Z{Z_1}\right|_{\rm eq}=(1-e^{-0.314})^{1/3}=0.646,\qquad \left|\frac Z{Z_1}\right|_{\rm bulk}=(\tanh0.157)^{1/3}=0.538.$$

With $|Z_1|\simeq14.0$ milliohm, these are 9.0 and 7.5 milliohm. Their ratio is 1.20, not yet $2^{1/3}=1.26$, because $a$ is not very small. Midway to the next resonance, at $x=1.5$, the equal-passage ratio rises to 1.18: successive returns now alternate in sign, and their sum opposes the present passage. At $n=3$ it is 0.85 at resonance, since fewer periods fit into one relaxation time.

The minima lie at these values of $x$:

| $n$ | $X$, equal | $X$, bulk | $R$, equal | $R$, bulk |
|---|---:|---:|---:|---:|
| 1 | 0.965 | 0.950 | 1.080 | 1.173 |
| 2 | 1.946 | 1.921 | 2.106 | 2.179 |
| 3 | 2.935 | 2.908 | 3.122 | 3.178 |

If the first resistance minimum is taken for $x=1$, the inferred mass is $m/1.080=0.93m$ or $m/1.173=0.85m$. The reactance minimum gives a mass 4% or 5% too high. For $n=3$ the reactance law predicts 2.85, a poor estimate, because $a=0.94$ there.

The bulk integral was also evaluated at the actual orbit radius. It gives $|Z/Z_1|=0.538$ at $n=1$, and resistance minima at 1.176 and 2.182, all within 0.4% of the thin-layer bulk values. Between resonances the finite radius matters more: it changes $Z$ by about 4% at $x=1.5$ and lowers $R$ by about 8% at $x=1.4$. The close agreement at the resonance and the minima holds although the microwave phase changes noticeably during a passage. An orbit of radius $r$ turning at the surface has depth $r\alpha^2/2$ at angle $\alpha$, so it stays within $\delta$ for a rotation $2\sqrt{2\delta/r}$. For the largest orbit, $r=R_c$, this is 0.24 rad at $n=1$. That is the smallest value: with $E$ parallel to $B$ this orbit has $v_x=0$, and the current is carried by smaller orbits. Weighted by $n_x^2$, their median radius is $0.4R_c$, where the rotation is 0.37 rad. For much longer relaxation times the thin-layer bulk form becomes inaccurate midway between resonances, where the leading $C_{\rm bulk}$ nearly vanishes.

**Comparison with the real metal.** The free path of 0.27 mm demands exceptionally pure aluminium; ordinary metal has a much shorter one. Real aluminium also has several orbit families with different masses, which breaks the one-mass assumption. Averaging $C_{\rm eq}$ over a uniform mass spread of $\pm5\%$ raises $|Z/Z_1|$ at $n=1$ from 0.646 to 0.691; a spread of $\pm20\%$ raises it to 0.858, a change of 33%. These spreads are illustrative. Surface collisions are not sized here: electrons that meet a rough surface lose their memory, so neither closure fixes the real amplitude. For the single mass assumed here, Landau oscillations are negligible at $n=1$, with a thermal factor of order $10^{-28}$ at 4 K; at the same field this factor is much larger for lighter orbits, so the estimate does not cover every orbit of the real metal. Magnetic breakdown is a concern if an orbit meets a band gap comparable with or below $\sqrt{\hbar\omega_cE_F}=0.035$ eV, where $E_F$ is the Fermi energy. At room temperature, a rough $\tau$ of 10 fs gives $\omega\tau=0.0015$ and a free path of 20 nm, shorter than the skin depth, so both the resonance and the anomalous limit are lost.

The numerical output below lists the values of the example, apart from the two finite-radius changes quoted at $x=1.4$ and $x=1.5$.

## Values computed for the example and the checks

```
Fermi energy, rough input: 12.0 eV
photon energy, input: 0.000100 eV
hbar/tau, input: 0.000005 eV
mass, input: 1 electron mass
temperature, input: 4.0 K
omega tau: 20.00 (no unit)
free path: 270466 nm
skin depth delta: 95.04 nm = 950.4 angstrom
orbit radius at n=1: 13523 nm
delta/radius at n=1: 0.00703 (no unit)
|Z1|: 13.968 milliohm
R1, X1: 6.984, 12.097 milliohm
n=1 resonant field: 0.8638 T
n=1 |Z/Z1| equal, bulk, finite radius: 0.6460, 0.5381, 0.5383
n=1 equal, x at min |Z|, X, R: 0.9979, 0.9646, 1.0802
n=1 laws for these x: 0.9975, 0.9500, 1.0892
n=1 equal, field at min R: 0.7997 T
n=1 bulk, x at min X, R: 0.9505, 1.1726
n=2 resonant field: 0.4319 T
n=2 |Z/Z1| equal, bulk, finite radius: 0.7756, 0.6726, 0.6731
n=2 equal, x at min |Z|, X, R: 1.9963, 1.9462, 2.1064
n=2 laws for these x: 1.9950, 1.9000, 2.1262
n=2 equal, field at min R: 0.4101 T
n=2 bulk, x at min X, R: 1.9211, 2.1785
n=3 resonant field: 0.2879 T
n=3 |Z/Z1| equal, bulk, finite radius: 0.8482, 0.7601, 0.7611
n=3 equal, x at min |Z|, X, R: 2.9952, 2.9347, 3.1223
n=3 laws for these x: 2.9925, 2.8500, 3.1545
n=3 equal, field at min R: 0.2767 T
n=3 bulk, x at min X, R: 2.9080, 3.1777
n=1 finite radius, x at min X, R: 0.950, 1.176
n=2 finite radius, x at min X, R: 1.921, 2.182
|Z/Z1| equal at x=1.5: 1.1755
n=1 |Z/Z1| equal, masses spread +/-5%: 0.6914
n=1 |Z/Z1| equal, masses spread +/-20%: 0.8584
phase change in one passage, n=1: 0.237 rad
thermal energy: 0.000345 eV
thermal factor of Landau oscillations, n=1: 3.8e-28 (no unit)
gap scale for magnetic breakdown, n=1: 0.0346 eV
room-temperature tau, rough input: 10 fs
room-temperature omega tau: 0.00152 (no unit)
room-temperature free path: 20.5 nm
```
